\section*{Momentum and Energy Balance and the Condition for Velocity Overshoot, part 2}

A uniform force $F$ along $x$ is switched on for nondegenerate electrons in a single isotropic parabolic band, $\varepsilon=p^2/2m$. The question is whether the drift velocity $v=\langle p_x\rangle/m$ overshoots its steady value. Here $\langle\cdot\rangle$ averages over the momentum distribution $f$. The mean energy $w=\langle\varepsilon\rangle$ includes drift energy, and $w_0=\tfrac32kT_0$ at lattice temperature $T_0$. Units are eV, nm and ps; $1\ \mathrm{nm/ps}=10^5\ \mathrm{cm/s}$. The relaxation times are $\tau_m=1/\nu$ and $\tau_e=(w-w_0)/L$.

Collisions are isotropizing, with total rate $\Gamma$, so $m\,dv/dt=F-\langle\Gamma(\varepsilon)\,p_x\rangle$. If $\Gamma$ does not depend on energy and $v(0)=0$,
\begin{equation}
v(t)=\frac{F}{m\Gamma}\left(1-e^{-\Gamma t}\right).
\label{constant}
\end{equation}

In the phonon model, $\Gamma$ is the sum of
\begin{equation}
\Gamma_{\rm el}=A\sqrt x,\quad
\Gamma_{\rm abs}=BN\sqrt{x+1},\quad
\Gamma_{\rm em}=B(N+1)\sqrt{x-1},
\end{equation}
with $x=\varepsilon/\hbar\omega$, phonon energy $\hbar\omega$, occupation $N=1/(e^{\hbar\omega/kT_0}-1)$, strengths $A$ and $B$, and emission only for $x>1$.

The closure takes the isotropic part of $f$ as a Maxwellian $f_0\propto e^{-\varepsilon/kT_e}$ with $kT_e=2w/3$, neglects angular harmonics beyond the first, and calculates $\nu$ from the anisotropic part that a steady field would maintain. Averages over $f_0$ are written $\langle\cdot\rangle_0$. It gives
\begin{equation}
\frac1\nu=
\frac{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT_e}\,\Gamma^{-1}d\varepsilon}
{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT_e}d\varepsilon},
\label{nuclosure}
\end{equation}
\begin{equation}
L=\hbar\omega BN\,M\left[\exp\left(\frac{\hbar\omega}{kT_0}-\frac{\hbar\omega}{kT_e}\right)-1\right],
\label{Lclosure}
\end{equation}
where $M=\sqrt{\hbar\omega/\pi kT_e}\;e^zK_1(z)$, $z=\hbar\omega/2kT_e$ and $K_1$ is the modified Bessel function. For $kT_e\gg\hbar\omega$, with $G=A+(2N+1)B$,
\begin{equation}
L\to\frac{2\hbar\omega B}{\sqrt\pi}\sqrt{\frac{kT_e}{\hbar\omega}},\qquad
\nu\to\frac{3\sqrt\pi}{4}\,G\sqrt{\frac{kT_e}{\hbar\omega}},\qquad
v_{\rm sat}=\sqrt{\frac{8\hbar\omega B}{3\pi mG}} .
\label{vsat}
\end{equation}

The streaming-moment test in the numerical output checked the time-derivative, flux and force terms of the moment balances in one dimension, on a skewed distribution varying in space and time.

\section{The transient and its overshoot}

The second half uses the following. A constant force $F>0$ acts from $t=0$ on electrons of mass $m$ that start at rest on average, $v(0)=0$, with the equilibrium energy $w(0)=w_0$. The closed balances are
\begin{equation}
\frac{dv}{dt}=\frac Fm-\nu(w)\,v,\qquad \frac{dw}{dt}=Fv-L(w),
\label{system}
\end{equation}
with momentum relaxation rate $\nu$ and energy loss $L$. For the phonon model they follow from a heated Maxwellian with $kT_e=2w/3$. In what follows $\nu$ and $L$ may be any smooth functions with positive slopes and $L(w_0)=0$. The subscript $s$ marks the steady state and the subscript $0$ the initial energy, so that
\begin{equation}
\frac Fm=\nu_sv_s,\qquad Fv_s=L_s .
\label{ss}
\end{equation}
Eliminating $v_s$ gives $m\nu_sL_s=F^2$. The product $\nu L$ rises from zero with increasing $w$, so there is one steady state at most. It is assumed to exist, as it does in the phonon model, where $\nu L$ grows without bound. Overshoot means that $v$ exceeds $v_s$ at some time.

Two properties hold throughout the motion. The velocity cannot become negative, since $dv/dt=F/m>0$ at $v=0$, and the energy cannot fall below $w_0$, since $dw/dt=Fv\ge0$ there. Consequently $\nu\ge\nu_0$ and $dv/dt\le F/m-\nu_0v$, which bounds the velocity:
\begin{equation}
v(t)\le\frac{F}{m\nu_0}\left(1-e^{-\nu_0t}\right)<\frac{F}{m\nu_0}.
\label{upper}
\end{equation}
The bound is the velocity that the electrons would reach if they stayed cold. It exceeds the steady velocity by the factor $\nu_s/\nu_0$, and this is the room available for overshoot. Whether the room is used depends on how the heating keeps pace with the acceleration.

To decide this, measure the distance from the steady state by the deficits $\delta=v_s-v$ and $\eta=w_s-w$, both positive at first, and introduce the secant slopes
\begin{equation}
S=\frac{\nu_s-\nu(w)}{\eta},\qquad \Lambda=\frac{L_s-L(w)}{\eta}.
\end{equation}
These are finite differences, so no linearization is involved. $S$ measures how strongly momentum relaxation responds to energy, and $\Lambda$ is a rate of energy relaxation. With (\ref{ss}) and $\nu=\nu_s-S\eta$,
\begin{align}
\frac{d\delta}{dt}&=-\nu_sv_s+(\nu_s-S\eta)v=-\nu_s\delta-S\eta v,\\
\frac{d\eta}{dt}&=-Fv+L=-F(v_s-\delta)+L_s-\Lambda\eta=F\delta-\Lambda\eta .
\end{align}
The ratio $r=\delta/\eta$ then obeys
\begin{align}
\frac{dr}{dt}&=\frac1\eta\frac{d\delta}{dt}-\frac r\eta\frac{d\eta}{dt}
=-\nu_sr-Sv-r(Fr-\Lambda)\nonumber\\
&=-Fr^2-(\nu_s-\Lambda)r-Sv .
\label{ratio}
\end{align}
Overshoot begins when $r$ reaches zero while $\eta$ is still positive: the velocity has arrived at its steady value, but the energy has not.

The energy cannot arrive first. If $\eta$ fell to zero with $\delta>0$, its derivative there would be $F\delta>0$, whereas a positive quantity falling to zero has a derivative that is not positive. Nor can both deficits vanish together at a finite time, because the steady state is itself a solution of (\ref{system}), and two different solutions cannot meet. As long as $\delta>0$, therefore, $\eta>0$ and $\nu<\nu_s$. It follows that $dv/dt\ge\nu_s(v_s-v)$, and so
\begin{equation}
v\ge v_s\left(1-e^{-\nu_st}\right).
\label{lower}
\end{equation}

Suppose now that
\begin{equation}
\Lambda(w)\le\nu_s\quad\text{for}\quad w_0\le w<w_s .
\label{sufficient}
\end{equation}
All three terms on the right of (\ref{ratio}) are then negative or zero. Since $\nu$ has a positive slope, $S$ has a positive lower bound $\sigma$ on this energy interval, and (\ref{lower}) gives $dr/dt\le-\sigma v_s(1-e^{-\nu_st})$. The right side tends to a negative constant, so $r$ reaches zero after a finite time. At that moment
\begin{equation}
\frac{dv}{dt}=\nu_sv_s-\nu v_s=(\nu_s-\nu)v_s>0,
\end{equation}
and the velocity passes through its steady value. Within the closed balances, overshoot is thus certain at any field if momentum relaxation in the steady state is at least as fast as energy relaxation in the sense of (\ref{sufficient}). The condition is sufficient, but not necessary.

The peak itself has a simple reading. There $dv/dt=0$, so $v=F/(m\nu(w))$ with the energy of that moment. The peak velocity is the one that balances the force at the momentary relaxation rate, and it exceeds $v_s$ because the electrons are still cooler than they will be. Further heating increases $\nu$ and brings the velocity down.

When both functions are linear,
\begin{equation}
\nu=\nu_0+S(w-w_0),\qquad L=\gamma(w-w_0),
\end{equation}
the exact boundary can be found. Now $S$ is constant and $\Lambda=\gamma=1/\tau_e$. From $Fv_s=\gamma(w_s-w_0)$ and $S(w_s-w_0)=\nu_s-\nu_0$,
\begin{equation}
FSv_s=\gamma(\nu_s-\nu_0).
\label{product}
\end{equation}
For $\gamma\le\nu_s$ overshoot has already been shown. For $\gamma>\nu_s$ put $d=\gamma-\nu_s>0$ and complete the square in (\ref{ratio}):
\begin{equation}
\frac{dr}{dt}=-F\left(r-\frac{d}{2F}\right)^2+\frac{d^2}{4F}-Sv .
\end{equation}
If $d^2<4FSv_s$, assume that $\delta$ stays positive for all times. By (\ref{lower}) $v$ then approaches $v_s$, so $dr/dt$ eventually stays below a negative constant, and $r$ reaches zero. This contradicts the assumption, and overshoot occurs.

If $d^2\ge4FSv_s$, use $v\le v_s$, which holds as long as there has been no overshoot:
\begin{equation}
\frac{dr}{dt}\ge-F(r-r_-)(r-r_+),\qquad
r_\pm=\frac{d\pm\sqrt{d^2-4FSv_s}}{2F}.
\end{equation}
Both roots are positive. The initial value is $r(0)=v_s/(w_s-w_0)=\gamma/F$, whereas $r_+\le d/F<\gamma/F$. A solution that starts above $r_+$ cannot cross it, because the lower bound on $dr/dt$ vanishes there. Thus $r$ stays positive, and no overshoot occurs.

With (\ref{product}) the condition for overshoot is $\gamma-\nu_s<2\sqrt{\gamma(\nu_s-\nu_0)}$, which includes the case $\gamma\le\nu_s$. It is a quadratic inequality for $\sqrt\gamma$,
\begin{equation}
(\sqrt\gamma)^2-2\sqrt{\nu_s-\nu_0}\,\sqrt\gamma-\nu_s<0,
\end{equation}
and lies below its positive root when
\begin{equation}
\sqrt\gamma<\sqrt{\nu_s-\nu_0}+\sqrt{2\nu_s-\nu_0}.
\label{criterion}
\end{equation}
In the linear model this is necessary and sufficient. For given material constants it is an implicit condition, since $\nu_s$ depends on $\gamma$ and $F$. When heating changes $\nu$ very little, $\nu_s\to\nu_0$ and the boundary tends to $\gamma=\nu_s$, that is, to equal relaxation times. The approach to that limit is slow: at $\nu_s/\nu_0=1.02$ the critical ratio $\gamma/\nu_s$ is still $1.32$. With a stronger energy dependence, overshoot survives even if energy relaxes several times faster than momentum, up to $\gamma/\nu_s=(1+\sqrt2)^2\approx5.8$ for $\nu_s\gg\nu_0$, although near the boundary it is very small. The boundary was tested by integrating the balances for $\nu_s/\nu_0=1.5$, $3$ and $6$, with $\gamma$ 15\,\% below and above the critical value.

The size of the overshoot follows from the scaled variables $u=v/v_s$ and $y=(w-w_0)/(w_s-w_0)$, for which
\begin{equation}
\frac{du}{dt}=\nu_s-\left[\nu_0+(\nu_s-\nu_0)y\right]u,\qquad
\frac{dy}{dt}=\gamma(u-y).
\end{equation}
Take $\nu_s=3\nu_0$, for which the critical ratio is $\gamma/\nu_s=4.44$. For $\gamma/\nu_s=0.03$, $0.1$, $0.3$, $1$ and $3$ the peak lies $109$, $70$, $38$, $11$ and $0.2\,\%$ above the steady velocity. Equal relaxation times thus still give an overshoot of $11\,\%$, and slower energy relaxation enlarges it. As $\gamma\to0$ at fixed $\nu_s/\nu_0$, $y$ stays near zero over any fixed time, and $u$ approaches $\nu_s/\nu_0=3$, an overshoot of $200\,\%$. At $\gamma/\nu_s=0.03$ that limit is still far away.

A worked example uses the phonon model with round parameters that stand for no particular material: $m=0.3$ electron masses, or $1.7057\times10^{-6}\ \mathrm{eV\,ps^2/nm^2}$, $T_0=300$ K, $\hbar\omega=0.05$ eV and $A=B=5\ \mathrm{ps^{-1}}$. Then $N=0.169$ and $w_0=0.0388$ eV. A field of $30$ kV/cm exerts the force $F=0.0030$ eV/nm, and $F/m=1759\ \mathrm{nm/ps^2}$. The closure gives $\nu_0=7.12$ and $\nu_s=19.41\ \mathrm{ps^{-1}}$, hence
\begin{equation}
\frac{F}{m\nu_0}=\frac{1759}{7.12}\approx247\ \mathrm{nm/ps},\qquad
v_s=\frac{1759}{19.41}\approx90.6\ \mathrm{nm/ps}.
\end{equation}
The largest secant slope $\Lambda$ is $2.29\ \mathrm{ps^{-1}}$, well below $\nu_s$, so (\ref{sufficient}) guarantees overshoot. The computed peak is $141$ nm/ps at $0.18$ ps, when the mean energy is $0.083$ eV, compared with $0.157$ eV in the steady state. The relaxation rate at the peak is $1759/141\approx12.5\ \mathrm{ps^{-1}}$, between the cold and the steady value.

In the same closure, fields of $5$, $10$, $30$ and $60$ kV/cm give steady velocities of $37$, $60$, $91$ and $99$ nm/ps, and peaks that exceed them by factors of $1.03$, $1.12$, $1.56$ and $2.10$. The steady velocity levels off while the peak keeps growing. The high-field limit is, with $G=5+1.338\times5=11.69\ \mathrm{ps^{-1}}$,
\begin{equation}
v_{\rm sat}=\sqrt{\frac{8\times0.05\times5}{3\pi\times1.7057\times10^{-6}\times11.69}}
\approx103\ \mathrm{nm/ps}=1.03\times10^7\ \mathrm{cm/s}.
\end{equation}

The closure can be judged against a Monte Carlo solution of the uniform Boltzmann equation, in which $60\,000$ electrons are accelerated and scattered with the full energy-dependent rates. Apart from sampling noise and a time step of $1$ fs, it needs no assumption about the shape of the distribution. Its steady velocity is $86$ nm/ps, or $0.86\times10^7$ cm/s, and its peak is $129$ nm/ps, or $1.29\times10^7$ cm/s, at $0.17$ ps. The peak is $1.50$ times the steady value. The steady figures are averages over $1.5$ to $2.5$ ps of one run and are uncertain by about $1\,\%$: the converged steady state lies near $85.0$ nm/ps and $0.1475$ eV, which raises the ratio to $1.52$. The steady relaxation times are
\begin{equation}
\tau_m=\frac{mv_s}{F}=\frac{85.7}{1759}\approx0.049\ \mathrm{ps},\qquad
\tau_e=\frac{w_s-w_0}{Fv_s}=\frac{0.1457-0.0388}{0.0030\times85.7}\approx0.42\ \mathrm{ps},
\end{equation}
so the energy relaxation time, as defined here, is about $8.5$ times the momentum relaxation time, or $8.8$ times with the converged steady values. Both are ratios of steady-state quantities. How fast a small disturbance decays depends on the local slopes of $\nu$ and $L$, and the factor can then be different. The accumulated momentum balance closes to $0.4\,\%$ of the total impulse, and the energy balance to $0.2\,\%$ of the total work.

At $30$ kV/cm the closure velocity is about $6\,\%$ above the Monte Carlo value in the steady state and $10\,\%$ above it at the peak. The error depends on the field: at $5$ and $10$ kV/cm the steady closure velocity lies $11$ and $13\,\%$ above the Boltzmann value, and the Boltzmann peak ratios, $1.07$ and $1.16$, exceed those of the closure. One early contribution can be identified. Just after switching, the force has merely shifted the Maxwellian, so that $f\approx f_0[1+Ftp_x/(mkT_0)]$, and the momentum loss rate is $\langle\varepsilon\Gamma\rangle_0/\langle\varepsilon\rangle_0$. This is the average of $\Gamma$ with the same weight with which the closure averages $1/\Gamma$, and the average of a varying positive quantity exceeds the reciprocal of the average of its inverse. The closure therefore starts with too little momentum loss. Whether this accounts for the whole difference at the peak was not tested.

A second ensemble isolates the cause of the overshoot. Its phonon rates are the same, but the elastic rate is adjusted so that the total is $30\ \mathrm{ps^{-1}}$ at the energies reached. The electrons heat to $0.096$ eV within $0.8$ ps, about $2.5$ times $w_0$. Yet the velocity follows the exponential rise (\ref{constant}) towards $1759/30\approx58.6$ nm/ps, with a largest deviation of $2.7\,\%$ of that limit, compatible with sampling noise. Heating without a change in momentum relaxation leaves no overshoot.

For a short channel the relevant quantity is the distance over which the excess velocity lasts. In the closure the velocity returns to within $10\,\%$ of its steady value after $0.57$ ps, when the electrons have drifted $63$ nm. At the steady velocity the same distance would take $63/90.6\approx0.70$ ps. In the Monte Carlo solution the excess decays sooner, so the distance is shorter: at $0.4$ ps the excess is $16\,\%$ of the steady velocity, against $22\,\%$ in the closure. The figures indicate a scale and do not predict a transit time, because a field switched on in time differs from a field that varies along a channel. In the second case the divergences of the momentum and energy fluxes, which vanish here, enter the balances.

The theorem also relies on the single parabolic band. In general the balance for the velocity $\partial\varepsilon/\partial p_x$ contains the force term $F\langle\partial^2\varepsilon/\partial p_x^2\rangle$ in place of $F/m$. In a nonparabolic band, or when electrons transfer to valleys of different mass, as can happen in III--V semiconductors, heating changes the acceleration as well as the relaxation rate, and the criteria above no longer apply as they stand. The numerical output that follows lists the values for the model treated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass = 0.3 m_e = 1.7057e-06 eV ps^2/nm^2
lattice temperature = 300 K, kT0 = 0.02585 eV, w0 = 0.03878 eV
phonon energy = 0.05 eV, occupation N = 0.1690
rate prefactors A = 5.0, B = 5.0 1/ps
field = 30 kV/cm, force = 0.0030 eV/nm, F/m = 1758.8 nm/ps^2
streaming-moment test, largest error = 2.4e-12 (dimensionless)
Linear model, steady momentum rate = 3 x initial rate:
  critical gamma/nu_s = 4.442
  gamma/nu_s = 0.03: overshoot = 108.7543 % of steady v
  gamma/nu_s = 0.10: overshoot = 70.1728 % of steady v
  gamma/nu_s = 0.30: overshoot = 37.8228 % of steady v
  gamma/nu_s = 1.00: overshoot = 11.0639 % of steady v
  gamma/nu_s = 3.00: overshoot = 0.2218 % of steady v
Closure (heated Maxwellian):
  initial momentum rate = 7.12 1/ps
  cold-electron velocity F/(m nu_0) = 246.9 nm/ps
  steady momentum rate = 19.41 1/ps
  largest secant slope of L = 2.29 1/ps
  steady mean energy = 0.1574 eV, kT_e = 0.1049 eV
  steady v = 90.6 nm/ps, peak v = 141.2 nm/ps at 0.181 ps
  mean energy at the peak = 0.0831 eV
  v back within 10 % of steady at 0.569 ps, after 63.1 nm
  high-field limit v_sat = 103.2 nm/ps = 1.032e7 cm/s
  v at kT_e = 50 phonon energies = 102.7 nm/ps
     5 kV/cm: steady   36.8, peak   37.9 nm/ps, ratio 1.029
    10 kV/cm: steady   60.0, peak   67.2 nm/ps, ratio 1.121
    30 kV/cm: steady   90.6, peak  141.2 nm/ps, ratio 1.558
    60 kV/cm: steady   99.0, peak  208.1 nm/ps, ratio 2.102
Boltzmann Monte Carlo, 60000 electrons, step 1 fs:
  steady v = 85.7 nm/ps = 0.857e7 cm/s
  peak v = 128.9 nm/ps = 1.29e7 cm/s
  peak time = 0.17 ps, peak/steady = 1.50
  steady mean energy = 0.1457 eV
  steady tau_m = 0.0487 ps, tau_e = 0.416 ps, ratio = 8.5
  momentum balance error = 0.38 % of total impulse
  energy balance error = 0.20 % of total work
  closure/Monte Carlo: steady v 1.058, peak v 1.096
  t = 0.05 ps: v Monte Carlo   69.4, closure   73.3 nm/ps
  t = 0.10 ps: v Monte Carlo  110.9, closure  118.6 nm/ps
  t = 0.20 ps: v Monte Carlo  127.0, closure  140.5 nm/ps
  t = 0.40 ps: v Monte Carlo   99.2, closure  110.9 nm/ps
  t = 0.80 ps: v Monte Carlo   87.4, closure   94.4 nm/ps
  t = 1.60 ps: v Monte Carlo   85.1, closure   90.9 nm/ps
Control, constant total rate 30 1/ps, 120000 electrons:
  predicted limit v = 58.6 nm/ps
  mean v after 0.4 ps = 58.7 nm/ps
  largest deviation from exponential rise = 2.7 % of limit
  mean energy at 0.8 ps = 0.0963 eV
\end{verbatim}
